**Singlet-triplet transition fields of two electrons in a parabolic quantum dot**

For two electrons in a 2D parabolic dot in a perpendicular field, the levels competing for the ground state are E_m = ħΩ[1 + ε_m(λ) − mx − γx·(m odd)], with Ω² = ω0² + ωc²/4, x = ωc/2Ω, λ = (κ0/√2)(1 − x²)^(1/4), κ0 = l0/a*, γ = |g|m*/me, and ε_m the lowest level of −∇²/2 + ρ²/2 + λ/ρ at relative angular momentum −m (even m singlet, odd m triplet). The program asserts the symbolic separation into centre-of-mass and relative parts, and tests a Jacobi-Galerkin solver for ε_m against the closed-form points ε = m+2 at λ² = m+½ and ε = m+3 at λ² = 4m+3 and against the weak- and strong-coupling limits. It asserts on a grid of λ that ε_m is convex in m and concave in m², and that each pair of neighbouring levels has a monotone crossing boundary. A configuration-interaction calculation in laboratory coordinates is asserted to match the equally truncated relative problem, to show exchange parity (−1)^m and the Kohn modes, and to give the predicted ground state between the first transitions. The transition fields are found again with a finite-difference solver in meV, nm and T, and the critical γ for the singlets m = 2, 4, 6 is bracketed by a ground-state scan and asserted to lie below 1/(2m). For m* = 0.1 me, ε = 10, ħω0 = 2 meV the output shows alternating transitions from 1.052 T to 12.283 T at g = 0, and the sequence m = 0, 1, 2, 3, 5, 7 at |g| = 0.4. A single-valley silicon dot with rough material values (γ = 0.38) shows one singlet-triplet transition followed by triplet-triplet steps.

## Numerical check

```python
# Two electrons in a 2D parabolic dot, field B along z. Result under test:
#   E_m = hbar*Om*[1 + eps_m(lam) - m*x - gam*x*(m odd)], even m singlet, odd m triplet
# wc=eB/m*, Om^2=w0^2+wc^2/4, x=wc/(2 Om), y=wc/w0, kap0=l0/a*, gam=|g| m*/me,
# lam=kap0/sqrt2*(1-x^2)^(1/4), eps_m = lowest level of -lap/2+rho^2/2+lam/rho with
# angular momentum -m, D_m=eps_{m+1}-eps_m. Crossings: D_m=x(1+gam) (S->T),
# D_m=x(1-gam) (T->S), (D_m+D_{m+1})/2=x (T->T). Singlet m>=2 needs gam<1/(2m).
import numpy as np, sympy as sp
from scipy import constants as C
from scipy.special import eval_jacobi, eval_genlaguerre, gamma, jv
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

# ---- symbolic separation of the quadratic Hamiltonian (charge -e, symmetric gauge)
X, Y, x_, y_, PX, PY, px, py = sp.symbols('X Y x y PX PY px py')
ms, w0, wc = sp.symbols('m w0 wc', positive=True)
def one(a, b, pa, pb):
    return ((pa-ms*wc*b/2)**2+(pb+ms*wc*a/2)**2)/(2*ms)+ms*w0**2*(a*a+b*b)/2
lab = one(X+x_/2, Y+y_/2, PX/2+px, PY/2+py)+one(X-x_/2, Y-y_/2, PX/2-px, PY/2-py)
O2 = w0**2+wc**2/4
sep = ((PX**2+PY**2)/(4*ms)+ms*O2*(X*X+Y*Y)+wc/2*(X*PY-Y*PX)
       + (px**2+py**2)/ms+ms*O2*(x_**2+y_**2)/4+wc/2*(x_*py-y_*px))
assert sp.expand(lab-sep) == 0
assert np.allclose(np.array([[.5, .5], [1, -1]]) @ np.array([[1, 1], [.5, -.5]]).T, np.eye(2))

# ---- converged relative solver: psi=rho^m u, u in Jacobi polynomials on [0,10]
MMAX, K, RB = 10, 44, 10.0
t, wt = np.polynomial.legendre.leggauss(90)
rho, wr = RB*(1+t)/2, wt*RB/2
H0, VC = [], []
for m in range(MMAX+1):
    b = 2*m+1
    w = wr*rho**b
    u = np.array([eval_jacobi(k, 0, b, t) for k in range(K)])
    du = np.array([0*t]+[(k+b+1)/RB*eval_jacobi(k-1, 1, b+1, t) for k in range(1, K)])
    nr = 1/np.sqrt((u*u*w).sum(1))[:, None]
    u, du = u*nr, du*nr
    Li = np.linalg.inv(np.linalg.cholesky((u*w) @ u.T))
    H0.append(Li @ (0.5*(du*w) @ du.T+0.5*(u*w*rho**2) @ u.T) @ Li.T)
    VC.append(Li @ ((u*w/rho) @ u.T) @ Li.T)
def eps(m, lam):
    return np.linalg.eigvalsh(H0[m]+np.asarray(lam, float)[..., None, None]*VC[m])[..., 0]
def xof(y): return y/np.sqrt(4+y*y)
def lamof(y, kap): return kap/np.sqrt(2)*(1+y*y/4)**-0.25
def weak(m, kap): return (4*gamma(m+2)/(kap*gamma(m+.5)))**(2/3)
def cond(y, a, b, kap, gam):
    return (eps(b, lamof(y, kap))-eps(a, lamof(y, kap))
            - xof(y)*((b-a)+gam*(b % 2-a % 2)))
for m in range(MMAX+1):
    assert abs(eps(m, np.sqrt(m+.5))-(m+2)) < 1e-8
    assert abs(eps(m, np.sqrt(4*m+3))-(m+3)) < 1e-8
    assert abs((eps(m, 1e-3)-eps(m, -1e-3))/2e-3-gamma(m+.5)/gamma(m+1)) < 1e-5
for m in range(4):
    err = [abs(brentq(cond, 1e-3, 2e3, args=(m, m+1, k, 0.))/weak(m, k)-1) for k in (.1, .01)]
    assert err[1] < 5e-3 and err[1] < err[0]
strong = [(eps(m+1, 200.)-eps(m, 200.))*2*200**(2/3)/(2*m+1) for m in range(3)]
assert max(abs(s-1) for s in strong) < 0.02
lg = np.logspace(-2, np.log10(200), 60)
D = np.diff(np.array([eps(m, lg) for m in range(MMAX+1)]), axis=0)
assert (D > 0).all() and (D < 1).all()
assert (np.diff(D, axis=0) > 0).all()                                   # convex in m
assert (np.diff(D/(2*np.arange(MMAX)+1)[:, None], axis=0) < 0).all()    # concave in m^2
assert (np.diff(lg*(1-D*D)**-0.25, axis=1) > 0).all()                   # one crossing

# ---- physical scales
meV = 1e-3*C.e
muB = C.physical_constants['Bohr magneton'][0]/meV
def scales(mr, er, hw0):
    l0 = C.hbar/np.sqrt(mr*C.m_e*hw0*meV)
    ab = 4*np.pi*C.epsilon_0*er*C.hbar**2/(mr*C.m_e*C.e**2)
    return l0*1e9, ab*1e9, l0/ab, hw0*meV*mr*C.m_e/(C.hbar*C.e)
mr, er, hw0, gfac = 0.1, 10.0, 2.0, 0.4
l0, ab, kap0, B0 = scales(mr, er, hw0)
def fd_energy(B, m, g, N=6000, rmax=170.0):      # finite differences in meV, nm, T
    tk = C.hbar**2/(mr*C.m_e)/meV*1e18
    kc = C.e**2/(4*np.pi*C.epsilon_0*er)/meV*1e9
    hc = C.hbar*C.e*B/(mr*C.m_e)/meV
    hO = np.sqrt(hw0**2+hc**2/4)
    h = rmax/N
    r = (np.arange(N)+.5)*h
    d = 2*tk/h**2+tk*m*m/r**2+hO**2*r*r/(4*tk)+kc/r
    o = -tk*(r[:-1]+h/2)/(h*h*np.sqrt(r[:-1]*r[1:]))
    e = eigh_tridiagonal(d, o, eigvals_only=True, select='i', select_range=(0, 0))[0]
    return hO+e-m*hc/2-g*muB*B*(m % 2)
mm = np.arange(MMAX+1)[:, None]
def table(ys, kap): return np.array([eps(m, lamof(ys, kap)) for m in range(MMAX+1)])
def ground(tab, ys, gam): return np.argmin(tab-xof(ys)*(mm+gam*(mm % 2)), axis=0)
def crossings(tab, ys, kap, gam):
    g = ground(tab, ys, gam)
    return [(int(g[i]), int(g[i+1]),
             brentq(cond, ys[i], ys[i+1], args=(int(g[i]), int(g[i+1]), kap, gam)))
            for i in np.nonzero(np.diff(g))[0]]
ys = np.arange(1, 801)*0.01
tab = table(ys, kap0)
lam0 = lamof(0., kap0)
print(f"model: m*/me = {mr}, eps_r = {er}, hbar w0 = {hw0} meV, |g| = {gfac}")
print(f"l0 = {l0:.3f} nm, a* = {ab:.3f} nm, kap0 = {kap0:.4f}, lam0 = {lam0:.4f}")
print(f"B at wc=w0 = {B0:.4f} T, hbar wc/B = {hw0/B0:.4f} meV/T, muB = {muB:.5f} meV/T")
print("eps_m(lam0), m=0..3:", " ".join(f"{eps(m, lam0):.5f}" for m in range(4)))
print(f"B=0: E_0 = {hw0*(1+eps(0, lam0)):.4f} meV, S-T gap = {hw0*(eps(1, lam0)-eps(0, lam0)):.4f} meV")
assert abs(fd_energy(0., 0, 0.)-hw0*(1+eps(0, lam0))) < 1e-3
res, dev = {}, 0.0
for g in (0.0, gfac):
    res[g] = crossings(tab, ys, kap0, g*mr)
    print(f"transitions for |g| = {g}, gam = {g*mr:.3f} (wc/w0 <= 8)")
    for a, b, y in res[g]:
        Bf = brentq(lambda B: fd_energy(B, b, g)-fd_energy(B, a, g), .97*y*B0, 1.03*y*B0, xtol=1e-6)
        dev = max(dev, abs(Bf-y*B0))
        assert abs(Bf-y*B0) < 2e-3
        E = hw0*np.sqrt(1+y*y/4)*(1+eps(a, lamof(y, kap0))-xof(y)*(a+g*mr*(a % 2)))
        print(f" {a}->{b} {'ST'[a % 2]}{'ST'[b % 2]}: wc/w0={y:.4f} x={xof(y):.4f} "
              f"lam={lamof(y, kap0):.4f} E={E:.3f} meV B={y*B0:.3f} T")
assert len(res[0.0]) >= 6 and all((a, b) == (i, i+1) for i, (a, b, y) in enumerate(res[0.0]))
print("weak-coupling B (T), g=0:", " ".join(f"{weak(a, kap0)*B0:.2f}" for a, b, y in res[0.0]))
print(f"max |B(finite difference) - B(scaled)| = {dev:.1e} T")
for m in (2, 4, 6):
    y = brentq(cond, 1e-3, 40, args=(m-1, m+1, kap0, 0.))
    l = lamof(y, kap0)
    gc = float((eps(m+1, l)+eps(m-1, l)-2*eps(m, l))/(2*xof(y)))
    assert 0 < gc < 1/(2*m)
    assert m in ground(tab, ys, .9*gc) and m not in ground(tab, ys, 1.05*gc)
    assert (m in ground(tab, ys, gfac*mr)) == (gfac*mr < gc)
    print(f"singlet m={m}: gam_c={gc:.4f} (|g|_c={gc/mr:.3f}) at B={y*B0:.3f} T, bound={1/(2*m):.4f}")

# ---- configuration interaction in laboratory coordinates, total quanta <= NQ
NQ = 10
tr, wl = np.polynomial.legendre.leggauss(200)
r, wrr = 4.5*(1+tr), 4.5*wl
tq, wq = np.polynomial.legendre.leggauss(70)
q, wq = 7*(1+tq), 7*wq
def Rad(n, a):
    return np.sqrt(2*gamma(n+1)/gamma(n+a+1))*r**a*np.exp(-r*r/2)*eval_genlaguerre(n, a, r*r)
orb = [(n, l) for l in range(-NQ, NQ+1) for n in range((NQ-abs(l))//2+1)]
Rr = [Rad(n, abs(l)) for n, l in orb]
J = [jv(k, np.outer(q, r))*(wrr*r) for k in range(2*NQ+1)]
F = np.array([[J[abs(orb[i][1]-orb[j][1])] @ (Rr[i]*Rr[j]) for j in range(len(orb))]
              for i in range(len(orb))])
qn = [2*n+abs(l) for n, l in orb]
sect = {}
for L in range(-7, 3):
    pr = [(i, j) for i in range(len(orb)) for j in range(len(orb))
          if orb[i][1]+orb[j][1] == L and qn[i]+qn[j] <= NQ]
    A = np.array([p[0] for p in pr]); Bi = np.array([p[1] for p in pr])
    V = (F[A[:, None], A[None, :]]*F[Bi[:, None], Bi[None, :]]) @ wq
    idx = {p: k for k, p in enumerate(pr)}
    sect[L] = (np.diag([qn[i]+qn[j]+2. for i, j in pr]), V, [idx[(j, i)] for i, j in pr])
def ci(L, y):
    N, V, sw = sect[L]
    e, v = np.linalg.eigh(N+np.sqrt(2)*lamof(y, kap0)*V)
    return e+xof(y)*L, v[:, 0] @ v[sw, 0]
yt = 1.0
for m in range(6):
    ns = range((NQ-m)//2+1)
    Rm = np.array([Rad(n, m) for n in ns])
    tru = np.linalg.eigvalsh(np.diag([2.*n+m+1 for n in ns])+lamof(yt, kap0)*(Rm*wrr) @ Rm.T)[0]
    e, par = ci(-m, yt)
    conv = 1+eps(m, lamof(yt, kap0))-m*xof(yt)
    assert abs(e[0]-(1+tru-m*xof(yt))) < 1e-8 and abs(par-(-1)**m) < 1e-8
    assert 0 < e[0]-conv < 0.02          # slow oscillator-basis convergence at the cusp
    if m < 3:
        print(f"wc=w0, L={-m}: CI {e[0]:.5f}, converged {conv:.5f} hbar Om, parity {par:+.0f}")
e1 = ci(-1, yt)[0][0]
assert np.abs(ci(-2, yt)[0]-(e1+1-xof(yt))).min() < 1e-8
assert np.abs(ci(0, yt)[0]-(e1+1+xof(yt))).min() < 1e-8
edges = [0.]+[y for a, b, y in res[0.0]]
for m in range(4):
    ym = (edges[m]+edges[m+1])/2
    assert min(sect, key=lambda L: ci(L, ym)[0][0]) == -m
print("strong-coupling ratio at lam=200, m=0..2:", " ".join(f"{s:.4f}" for s in strong))

# ---- single-valley Si dot with rough material values
mS, gS, eS = 0.19, 2.0, 12.0
l0S, abS, kS, BS = scales(mS, eS, hw0)
y2 = np.arange(1, 201)*0.025
cs = crossings(table(y2, kS), y2, kS, gS*mS)
assert cs[0][:2] == (0, 1) and len(cs) > 1 and all(b % 2 == 1 for a, b, y in cs)
print(f"Si (rough): m*/me = {mS}, g = {gS}, eps_r = {eS}, hbar w0 = {hw0} meV, gam = {gS*mS:.2f}")
print(f"Si: l0 = {l0S:.2f} nm, a* = {abS:.2f} nm, kap0 = {kS:.2f}, B at wc=w0 = {BS:.2f} T")
for a, b, y in cs[:3]:
    print(f" Si {a}->{b} {'ST'[a % 2]}{'ST'[b % 2]}: wc/w0={y:.3f} B={y*BS:.2f} T")
print("done: every assertion held")
```

It prints:

```
model: m*/me = 0.1, eps_r = 10.0, hbar w0 = 2.0 meV, |g| = 0.4
l0 = 19.519 nm, a* = 5.292 nm, kap0 = 3.6886, lam0 = 2.6082
B at wc=w0 = 1.7276 T, hbar wc/B = 1.1577 meV/T, muB = 0.05788 meV/T
eps_m(lam0), m=0..3: 3.68829 3.97525 4.60246 5.37600
B=0: E_0 = 9.3766 meV, S-T gap = 0.5739 meV
transitions for |g| = 0.0, gam = 0.000 (wc/w0 <= 8)
 0->1 ST: wc/w0=0.6088 x=0.2912 lam=2.5511 E=9.713 meV B=1.052 T
 1->2 TS: wc/w0=1.7573 x=0.6601 lam=2.2606 E=10.868 meV B=3.036 T
 2->3 ST: wc/w0=2.8508 x=0.8186 lam=1.9766 E=12.532 meV B=4.925 T
 3->4 TS: wc/w0=3.9240 x=0.8910 lam=1.7576 E=14.396 meV B=6.779 T
 4->5 ST: wc/w0=4.9891 x=0.9282 lam=1.5910 E=16.352 meV B=8.619 T
 5->6 TS: wc/w0=6.0504 x=0.9495 lam=1.4612 E=18.359 meV B=10.453 T
 6->7 ST: wc/w0=7.1097 x=0.9626 lam=1.3573 E=20.394 meV B=12.283 T
transitions for |g| = 0.4, gam = 0.040 (wc/w0 <= 8)
 0->1 ST: wc/w0=0.5826 x=0.2797 lam=2.5557 E=9.686 meV B=1.007 T
 1->2 TS: wc/w0=1.9186 x=0.6923 lam=2.2157 E=11.062 meV B=3.315 T
 2->3 ST: wc/w0=2.5015 x=0.7811 lam=2.0611 E=11.926 meV B=4.322 T
 3->5 TT: wc/w0=4.3862 x=0.9099 lam=1.6800 E=15.113 meV B=7.578 T
 5->7 TT: wc/w0=6.5297 x=0.9562 lam=1.4115 E=19.041 meV B=11.281 T
weak-coupling B (T), g=0: 1.25 3.14 4.98 6.81 8.64 10.47 12.29
max |B(finite difference) - B(scaled)| = 6.3e-07 T
singlet m=2: gam_c=0.0907 (|g|_c=0.907) at B=3.794 T, bound=0.2500
singlet m=4: gam_c=0.0160 (|g|_c=0.160) at B=7.578 T, bound=0.1250
singlet m=6: gam_c=0.0053 (|g|_c=0.053) at B=11.281 T, bound=0.0833
wc=w0, L=0: CI 4.58741, converged 4.58345 hbar Om, parity +1
wc=w0, L=-1: CI 4.43509, converged 4.43399 hbar Om, parity -1
wc=w0, L=-2: CI 4.62721, converged 4.62694 hbar Om, parity +1
strong-coupling ratio at lam=200, m=0..2: 1.0083 1.0072 1.0048
Si (rough): m*/me = 0.19, g = 2.0, eps_r = 12.0, hbar w0 = 2.0 meV, gam = 0.38
Si: l0 = 14.16 nm, a* = 3.34 nm, kap0 = 4.24, B at wc=w0 = 3.28 T
 Si 0->1 ST: wc/w0=0.389 B=1.28 T
 Si 1->3 TT: wc/w0=2.002 B=6.57 T
 Si 3->5 TT: wc/w0=3.998 B=13.12 T
done: every assertion held
```
